# Canonical Van Vleck perturbation theory and the Hermitian average of Bloch's matrix

Let a Hermitian matrix $H=H_0+\lambda V$ act on a finite space that is divided into a model space $P$ and its complement $Q$. The basis diagonalizes $H_0$. Its states have energies $E_i$ in $P$ (indices $i,j,k$) and $E_q$ in $Q$ (indices $q,r$). Canonical Van Vleck theory removes the coupling between $P$ and $Q$ by a unitary transformation whose generator is anti-Hermitian and has no blocks inside $P$ or inside $Q$. With $\Delta_{iq}=E_i-E_q$, the effective Hamiltonian it produces in $P$ is

$$K=E_P+\lambda V_{PP}+\lambda^2K_2+\lambda^3K_3+O(\lambda^4),$$

$$(K_2)_{ij}=\frac12\sum_q V_{iq}V_{qj}\left(\frac1{\Delta_{iq}}+\frac1{\Delta_{jq}}\right),\qquad K_3=\tfrac12\left(B_3+B_3^\dagger\right),$$

$$(B_3)_{ij}=\sum_{qr}\frac{V_{iq}V_{qr}V_{rj}}{\Delta_{jq}\Delta_{jr}}-\sum_{qk}\frac{V_{iq}V_{qk}V_{kj}}{\Delta_{jq}\Delta_{kq}} .$$

Here $E_P$ is the diagonal matrix of the $E_i$. Bloch's effective Hamiltonian $B$, which is not Hermitian in general, has the second-order matrix

$$(B_2)_{ij}=\sum_q\frac{V_{iq}V_{qj}}{\Delta_{jq}},$$

so that $K_2=\frac12(B_2+B_2^\dagger)$. The matrix $B_3$ above is Bloch's third-order matrix, and the averaging rule therefore holds at third order too. It fails in general at fourth order, by a term found below.

The assumption is that every $\Delta_{iq}$ is nonzero. The model energies $E_i$ need not be equal to one another, which is what "quasidegenerate" allows. Energies are in atomic units in the algebra.

**The transformation.** Write $V=V_D+V_X$, where $V_D$ contains the blocks $V_{PP}$ and $V_{QQ}$, and $V_X$ contains $V_{PQ}$ and $V_{QP}$. The transformed Hamiltonian is

$$\mathcal K=e^{-G}He^{G},\qquad G^\dagger=-G,\qquad G_{PP}=G_{QQ}=0,\qquad \mathcal K_{QP}=0,$$

with $G\to0$ as $\lambda\to0$, and $K=\mathcal K_{PP}$. Since $G$ is anti-Hermitian, $e^G$ is unitary and $\mathcal K$ is Hermitian, so $\mathcal K_{QP}=0$ implies $\mathcal K_{PQ}=0$. The eigenvalues of $K$ are then eigenvalues of $H$. If $g$ denotes the $QP$ block of $G$, anti-Hermiticity fixes the other block:

$$G_{QP}=g,\qquad G_{PQ}=-g^\dagger .$$

The condition on the diagonal blocks of $G$ matters. Decoupling alone would leave $K$ free to be changed by any further unitary rotation inside $P$.

To expand $\mathcal K$, consider $F(t)=e^{-tG}He^{tG}$. Its derivative is $F'(t)=e^{-tG}[H,G]e^{tG}$, and each further derivative adds one more commutator with $G$. The Taylor series about $t=0$, taken at $t=1$, is

$$\mathcal K=H+[H,G]+\tfrac12[[H,G],G]+\tfrac16[[[H,G],G],G]+\dots$$

Insert $G=\lambda G_1+\lambda^2G_2+\lambda^3G_3+\dots$ and sort the terms by block structure. A product with an even number of off-block factors is block-diagonal, and one with an odd number is off-block. The off-block factors are $V_X$ and the $G_n$, while $H_0$ and $V_D$ are block-diagonal.

**The generator.** At first order the off-block part of $\mathcal K$ is $V_X+[H_0,G_1]$, and it must vanish:

$$[H_0,G_1]=-V_X .$$

The $qi$ element of the left side is $(E_q-E_i)(g_1)_{qi}=-\Delta_{iq}(g_1)_{qi}$, hence

$$(g_1)_{qi}=\frac{V_{qi}}{\Delta_{iq}} .$$

At second order, $\mathcal K$ contains $[H_0,G_2]+[V,G_1]+\frac12[[H_0,G_1],G_1]$. The last term has two off-block factors and is block-diagonal, as is $[V_X,G_1]$. The off-block condition is thus

$$[H_0,G_2]=-[V_D,G_1].$$

The $QP$ block of $[V_D,G_1]$ is $V_{QQ}g_1-g_1V_{PP}$, so that

$$(g_2)_{qi}=\frac{(V_{QQ}g_1-g_1V_{PP})_{qi}}{\Delta_{iq}} .$$

At each higher order the new $G_n$ likewise enters the off-block condition through $[H_0,G_n]$, with all other terms known. Since no $\Delta_{iq}$ vanishes, each order has one solution.

This series is more than formal for small $\lambda$. The projector on the eigenvectors that grow out of $P$ is a contour integral of the resolvent $(z-H)^{-1}$ around the $E_i$, with the $E_q$ left outside, and it is analytic near $\lambda=0$. The canonical transformation follows from it through inverses and square roots of matrices close to the identity, which are analytic as well.

**The effective Hamiltonian.** The first-order block-diagonal part is $V_D$, which gives $V_{PP}$ in the model space. The second-order part is

$$[V_X,G_1]+\tfrac12[[H_0,G_1],G_1]=[V_X,G_1]-\tfrac12[V_X,G_1]=\tfrac12[V_X,G_1],$$

where the first-order condition replaced $[H_0,G_1]$ by $-V_X$. In the $PP$ block,

$$K_2=\tfrac12\left(V_{PQ}g_1-(-g_1^\dagger)V_{QP}\right)=\tfrac12\left(V_{PQ}g_1+g_1^\dagger V_{QP}\right).$$

The two minus signs, one from the commutator and one from $G_{PQ}=-g^\dagger$, combine to a plus. Because $V$ is Hermitian and the denominators are real, $(g_1^\dagger)_{iq}=V_{iq}/\Delta_{iq}$. The first product therefore carries $1/\Delta_{jq}$ and the second $1/\Delta_{iq}$, which is the stated $K_2$.

At third order the terms with an even number of off-block factors are

$$[V_X,G_2]+\tfrac12[[H_0,G_1],G_2]+\tfrac12[[H_0,G_2],G_1]+\tfrac12[[V_D,G_1],G_1].$$

The terms $[H_0,G_3]$ and $[V_D,G_2]$ are off-block, and so are the double commutator of $V_X$ with two factors $G_1$ and the triple commutator of $H_0$ with three. The two conditions on the generator turn the second term into $-\frac12[V_X,G_2]$ and the third into $-\frac12[[V_D,G_1],G_1]$. The third then cancels the fourth, and what remains is $\frac12[V_X,G_2]$. By the same block multiplication as before,

$$K_3=\tfrac12\left(V_{PQ}g_2+g_2^\dagger V_{QP}\right).$$

Writing out $g_2$ gives

$$(V_{PQ}g_2)_{ij}=\sum_q\frac{V_{iq}}{\Delta_{jq}}\left(\sum_rV_{qr}\frac{V_{rj}}{\Delta_{jr}}-\sum_k\frac{V_{qk}}{\Delta_{kq}}V_{kj}\right),$$

which is the stated $B_3$. Two orders of the generator thus determine three orders of $K$. To contribute to a diagonal block, $G_3$ needs a second off-block factor, $V_X$ or $G_1$, and each of these costs at least one more power of $\lambda$.

The first sum in $B_3$ describes a path that leaves the model space, scatters within $Q$ and returns. The second, called the folded term below, subtracts the effect of motion inside $P$, described by $V_{PP}$.

**Bloch's matrix.** Bloch's construction uses the same invariant subspace with a different basis. Its wave operator $\Omega$ maps $P$ into this subspace and leaves the $P$ component unchanged, so its blocks are $\Omega_{PP}=1$ and $\Omega_{QP}=\chi$. Invariance means $H\Omega=\Omega B$ for some matrix $B$ in $P$. The $P$ and $Q$ rows of this equation are

$$B=H_{PP}+H_{PQ}\chi,\qquad H_{QP}+H_{QQ}\chi=\chi B .$$

Substituting the first into the second gives

$$H_{QP}+H_{QQ}\chi-\chi H_{PP}-\chi H_{PQ}\chi=0 .$$

Expand $\chi=\lambda\chi_1+\lambda^2\chi_2+\dots$. The last term has two factors $\chi$ and one factor $V$, and so starts at third order. The first two orders are

$$V_{qi}+(E_q-E_i)(\chi_1)_{qi}=0,$$

$$(E_q-E_i)(\chi_2)_{qi}+(V_{QQ}\chi_1-\chi_1V_{PP})_{qi}=0 .$$

These are the equations solved by $g_1$ and $g_2$, so $\chi_1=g_1$ and $\chi_2=g_2$. Since $H_{PQ}=\lambda V_{PQ}$,

$$B_2=V_{PQ}g_1,\qquad B_3=V_{PQ}g_2 .$$

Comparison with the expressions for $K_2$ and $K_3$ gives

$$K_2=\tfrac12(B_2+B_2^\dagger),\qquad K_3=\tfrac12(B_3+B_3^\dagger).$$

The loss of Hermiticity in Bloch's matrix can be measured. With $S=g_1^\dagger g_1$,

$$(B_2-B_2^\dagger)_{ij}=\sum_qV_{iq}V_{qj}\,\frac{\Delta_{iq}-\Delta_{jq}}{\Delta_{iq}\Delta_{jq}}=(E_i-E_j)S_{ij},$$

because $\Delta_{iq}-\Delta_{jq}=E_i-E_j$. In matrix form, $B_2-B_2^\dagger=[E_P,S]$. The matrix $S$ contains the leading overlaps of the $Q$ components that Bloch's basis vectors acquire: these vectors are not orthogonal, and a Hermitian operator expressed in a nonorthogonal basis need not have a Hermitian matrix. If all $E_i$ are equal, the commutator vanishes and $B_2=K_2$.

The average in $K_2$ is an average of inverse gaps, which differs from the inverse of an averaged gap. For $a=\Delta_{iq}$ and $b=\Delta_{jq}$ with $a+b\ne0$,

$$\frac12\left(\frac1a+\frac1b\right)-\frac{2}{a+b}=\frac{(a-b)^2}{2ab(a+b)} .$$

It also means that a small gap $\Delta_{jq}$ affects both row $j$ and column $j$ of $K_2$, but column $j$ alone of $B_2$. When some $|\Delta_{jq}|$ is no longer large compared with the coupling $|V_{qj}|$, the element $(g_1)_{qj}$ is not small, and a low-order truncation cannot be trusted in either form. Such a state belongs in the model space. A small $g_1$ is not sufficient on its own: a strong coupling inside $P$ can push an eigenvalue of $E_P+V_{PP}$ close to some $E_q$, and the low orders then improve the energy only slowly.

**Where the averaging rule ends.** An exact relation between $K$ and $B$ shows how far the rule reaches. The condition $\mathcal K_{QP}=0$ implies that the columns of $e^G$ belonging to $P$ span the invariant subspace. Let $C$ be their $P$ component. Since $\Omega$ is the basis of that subspace with unit $P$ component, these columns are $\Omega C$. The matrix $C$ is the sum of the even terms of the exponential series. In the $PP$ block $G^2=-g^\dagger g$, so $C$ is a real power series in the Hermitian matrix $g^\dagger g$. It is Hermitian, and for small $\lambda$ it is close to the identity and hence positive. The columns of a unitary matrix are orthonormal:

$$C\,\Omega^\dagger\Omega\,C=CNC=1,\qquad N=1+\chi^\dagger\chi .$$

Thus $C^{-2}=N$ and $C=N^{-1/2}$. From $H\Omega C=\Omega BC=(\Omega C)(C^{-1}BC)$ it follows that

$$K=N^{1/2}BN^{-1/2}.$$

Now write $\chi^\dagger\chi=\lambda^2S+\lambda^3T+\lambda^4U+\dots$, with $S$, $T$ and $U$ Hermitian, and use

$$N^{1/2}=1+\tfrac12\chi^\dagger\chi-\tfrac18(\chi^\dagger\chi)^2+\dots,$$

$$N^{-1/2}=1-\tfrac12\chi^\dagger\chi+\tfrac38(\chi^\dagger\chi)^2+\dots$$

With $B_0=E_P$ and $B_1=V_{PP}$, the second and third orders are

$$K_2=B_2+\tfrac12[S,E_P],\qquad K_3=B_3+\tfrac12[S,V_{PP}]+\tfrac12[T,E_P].$$

A commutator of two Hermitian matrices is anti-Hermitian. Taking Hermitian parts removes the commutators and gives both averaging rules again, by a second route. At fourth order,

$$\begin{aligned}K_4={}&B_4+\tfrac12[S,B_2]+\tfrac12[T,V_{PP}]+\tfrac12[U,E_P]\\&-\tfrac18S^2E_P-\tfrac14SE_PS+\tfrac38E_PS^2 .\end{aligned}$$

The commutators with $T$ and $U$ have no Hermitian part. In $[S,B_2]$, insert $B_2=K_2+\frac12[E_P,S]$. The part with $K_2$ is anti-Hermitian, while $\frac14[S,[E_P,S]]$ is Hermitian and stays. The Hermitian part of the second line is

$$\tfrac18\left(S^2E_P+E_PS^2-2SE_PS\right)=\tfrac18[S,[S,E_P]]=-\tfrac18[S,[E_P,S]].$$

The sum of the two contributions is

$$K_4-\tfrac12(B_4+B_4^\dagger)=\tfrac18[S,[E_P,S]].$$

This vanishes for a one-dimensional model space, where $K$ and $B$ are the same number, and for equal $E_i$. For unequal model energies it is in general nonzero. The numerical check confirms this term, the averaging rules and the formulas for $g_1$ and $g_2$ on a complex model matrix, by extracting the orders from exact block diagonalizations.

**Stretched hydrogen.** Take H$_2$ at a bond length of 2.0 angstrom in the 6-31G basis, with restricted Hartree–Fock orbitals. The totally symmetric singlet space has six configurations. The model states are $1=1\sigma_g^2$ and $2=1\sigma_u^2$, which mix strongly when the bond is stretched. The complement holds $1\sigma_g2\sigma_g$, $2\sigma_g^2$, $1\sigma_u2\sigma_u$ and $2\sigma_u^2$. For $H_0$ take the diagonal of the configuration matrix, the Epstein–Nesbet partition, so that $V$ has no diagonal elements, and set $\lambda=1$. Then

$$E_1=-24.9330,\quad E_2=-18.6640,\quad V_{12}=4.4562\ \text{eV},$$

and the smallest gap between $P$ and $Q$ is 23.4 eV.

For $q=1\sigma_u2\sigma_u$ the data are $E_q=9.4390$, $V_{1q}=-2.5413$ and $V_{2q}=1.1055$ eV. Its contributions to the two off-diagonal Bloch elements are

$$\frac{(-2.5413)(1.1055)}{-18.6640-9.4390}=0.1000\ \text{eV},$$

$$\frac{(1.1055)(-2.5413)}{-24.9330-9.4390}=0.0817\ \text{eV},$$

for $(B_2)_{12}$ and $(B_2)_{21}$ respectively. The configuration $1\sigma_g2\sigma_g$ does not contribute, because its coupling to the Hartree–Fock configuration vanishes by Brillouin's theorem. Adding $2\sigma_g^2$ and $2\sigma_u^2$ gives

$$(B_2)_{12}=-0.0887+0.1000-0.0752=-0.0639\ \text{eV},$$

$$(B_2)_{21}=-0.0789+0.0817-0.0672=-0.0644\ \text{eV}.$$

Their average is the canonical element, $-0.0641$ eV in the program's unrounded arithmetic. The individual contributions differ between the two elements by $-0.0098$, $0.0183$ and $-0.0080$ eV, and these differences nearly cancel. The near-Hermiticity of $B_2$ here is thus a property of this case. Since $(B_2)_{12}-(B_2)_{21}=(E_1-E_2)S_{12}$, it means that $S_{12}$ is small. Every element of $[S,[E_P,S]]$ for two states is proportional to $S_{12}$, and the fourth-order departure from the averaging rule is indeed no larger than about $10^{-6}$ eV.

At third order the asymmetry is much larger. Separating the path through $Q$ from the folded term,

$$(B_3)_{12}=0.1484-0.0405=0.1079\ \text{eV},$$

$$(B_3)_{21}=0.1014-0.0901=0.0113\ \text{eV}.$$

For the element 12 the folded term is $V_{12}\sum_qV_{1q}^2/(\Delta_{1q}\Delta_{2q})$, and for 21 it has $V_{2q}^2$ in place of $V_{1q}^2$. State 2 couples more strongly to $Q$, chiefly through $1\sigma_g2\sigma_g$ with $V_{2q}=3.2976$ eV. This accounts for about half of the asymmetry: the folded terms differ by 0.050 eV, and the path terms by 0.047 eV. The canonical element is the average, 0.0596 eV. Through third order the canonical matrix is

$$K\approx\begin{pmatrix}-25.2057&4.4517\\4.4517&-19.3670\end{pmatrix}\text{eV}.$$

Half the sum of its diagonal elements is $-22.2864$ eV and half their difference is 2.9194 eV, so its eigenvalues are

$$-22.2864\mp\sqrt{2.9194^2+4.4517^2}=-27.610,\ -16.963\ \text{eV},$$

or $-1.0146$ and $-0.6234$ hartree. A triplet and an ungerade singlet of full configuration interaction lie between the two states considered here. The two lowest totally symmetric singlet roots in the same basis are $-27.601$ and $-16.996$ eV, or $-1.0143$ and $-0.6246$ hartree. Relative to these values, the errors in eV are

| Canonical matrix through | lower state | upper state |
|---|---:|---:|
| first order | 0.354 | 0.646 |
| second order | 0.011 | −0.024 |
| third order | −0.009 | 0.033 |

The third order slightly improves the lower energy and worsens the upper one. The exact canonical matrix shows why. It has the elements $K_{11}=-25.1950$, $K_{12}=4.4413$ and $K_{22}=-19.4018$ eV. A small matrix error $\delta K$ shifts the upper eigenvalue, to leading order, by

$$\delta\varepsilon=c_1^2\,\delta K_{11}+c_2^2\,\delta K_{22}+2c_1c_2\,\delta K_{12},$$

where the exact upper eigenvector in $P$ has $c_1^2=0.227$, $c_2^2=0.773$ and $2c_1c_2=0.838$. In this order, the three terms are $-0.011$, $0.029$ and $-0.041$ eV for the second-order matrix, and $-0.002$, $0.027$ and $0.009$ eV for the third-order one. The second-order energy profits from a cancellation. Third order reduces the errors of $K_{11}$ and $K_{12}$ but hardly changes that of $K_{22}$, and the cancellation is lost.

This does not conflict with the order of the approximation. The omitted matrix is $O(\lambda^4)$ as $\lambda\to0$, and the program finds the power 4.00 for this molecule when the coupling is scaled down. Each ordered eigenvalue of a Hermitian matrix moves by no more than the norm of a Hermitian change, so the energy errors are also $O(\lambda^4)$. That statement concerns small $\lambda$, and does not promise that each added order improves every energy at $\lambda=1$.

All these numbers belong to the small 6-31G basis and are not converged properties of H$_2$. In aug-cc-pVTZ the two full configuration interaction energies are $-1.0215$ and $-0.7056$ hartree, lower by 0.2 and 2.2 eV. The smallest gap between $P$ and $Q$ drops to 1.4 eV, and the two model configurations carry only about 0.69 of the weight of the upper state. The errors there are $-0.24$ and $0.09$ eV at second order and $-0.07$ and $-0.06$ eV at third, so the pattern in the table is also specific to the basis.

## Table of computed values

```
H2 bond length: 2.0 angstrom; basis 6-31G, RHF orbitals
1 hartree = 27.211386 eV
Model states: 1 = 1g1g, 2 = 1u1u; energies include nuclear repulsion
E_1 = -24.9330 eV, E_2 = -18.6640 eV
V_12 = 4.4562 eV
smallest P-Q gap: 23.4425 eV
q=1g2g: E_q 4.7785, V_1q 0.0000, V_2q 3.2976 eV
q=2g2g: E_q 31.8870, V_1q 1.9727, V_2q 2.2720 eV
q=1u2u: E_q 9.4390, V_1q -2.5413, V_2q 1.1055 eV
q=2u2u: E_q 34.1598, V_1q 1.8074, V_2q 2.1976 eV
V(1g2g,2g2g) = 1.6562 eV
V(1g2g,1u2u) = -6.8921 eV
V(1g2g,2u2u) = 3.9134 eV
V(2g2g,1u2u) = -4.7689 eV
V(2g2g,2u2u) = 6.4737 eV
V(1u2u,2u2u) = -0.0980 eV
q=1g2g: part of B2_12 0.0000, of B2_21 0.0000 eV
q=2g2g: part of B2_12 -0.0887, of B2_21 -0.0789 eV
q=1u2u: part of B2_12 0.1000, of B2_21 0.0817 eV
q=2u2u: part of B2_12 -0.0752, of B2_21 -0.0672 eV
Bloch B2 [eV]: 11 -0.3117, 12 -0.0639, 21 -0.0644, 22 -0.7009
canonical K2 [eV]: 11 -0.3117, 12 -0.0641, 21 -0.0641, 22 -0.7009
Bloch B3 [eV]: 11 0.0390, 12 0.1079, 21 0.0113, 22 -0.0022
canonical K3 [eV]: 11 0.0390, 12 0.0596, 21 0.0596, 22 -0.0022
canonical sum to 2nd order [eV]: 11 -25.2447, 12 4.3921, 21 4.3921, 22 -19.3648
canonical sum to 3rd order [eV]: 11 -25.2057, 12 4.4517, 21 4.4517, 22 -19.3670
exact canonical K [eV]: 11 -25.1950, 12 4.4413, 21 4.4413, 22 -19.4018
exact Bloch B [eV]: 11 -25.1950, 12 4.5019, 21 4.3815, 22 -19.4017
4th-order K4 minus average [eV]: 11 0.000000, 12 -0.000001, 21 -0.000001, 22 0.000000
first order: energies -27.2467, -16.3503 eV
canonical 2nd: energies -27.5900, -17.0195 eV
Bloch 2nd: energies -27.5900, -17.0195 eV
canonical 3rd: energies -27.6099, -16.9628 eV
full CI: energies -27.6008, -16.9960 eV
first order: errors 0.3541, 0.6457 eV
canonical 2nd: errors 0.0108, -0.0236 eV
Bloch 2nd: errors 0.0108, -0.0236 eV
canonical 3rd: errors -0.0091, 0.0332 eV
canonical 3rd: -1.014644, -0.623372 hartree
full CI: -1.014310, -0.624590 hartree
model-space weights of exact states: 0.9878, 0.9773 (no unit)
power of lambda in 3rd-order matrix error: 4.002 (no unit)
```
